How the donor–interface anticrossing gap in silicon falls with donor depth

**Question**

I am modelling a donor in silicon at depth d below an oxide. A gate field F pulls its electron towards the interface, where it can sit in a triangular well. At some field the Coulomb level and the well level should meet and anticross.

I expected a gap proportional to exp(−κd), with κ the decay constant of the donor orbital. But each depth needs its own resonant field, and that field tilts the barrier. How do I calculate the field and the gap, and what replaces my exponential? I care about depths of 16 to 28 nm.

**Answer**

Your doubt is justified: the field changes both the length of the barrier and the decay inside it. Take one valley with its heavy axis along z, an impenetrable oxide at z = 0, and the donor at z = d. With c = e²/(4πε) and F > 0 the field magnitude,

H = −(ħ²/2m_t)∇ρ² − (ħ²/2m_l)∂z² − c/√(ρ² + (z−d)²) + eF(z−d).

Energies are thus measured from the field potential at the donor. Image charges and the other valleys are left out for now.

**1. The resonant field**

The donor level is −E_B, if its small shift in the field is neglected. Define

κ = √(2m_l E_B)/ħ, z_t = E_B/(eF), l = (ħ²/(2m_l eF))^(1/3).

The triangular-well ground state is Ai(z/l − ζ), where ζ = 2.338 makes it vanish at the wall. Its energy above the wall potential −eFd is ζ l eF. In a linear potential the virial theorem gives a mean potential energy of two thirds of this, so the mean height is 2ζl/3 and the mean distance from the donor is

D = d − 2ζl/3.

The donor also binds this state sideways. For a lateral Gaussian √(β/π) exp(−βρ²/2), the kinetic energy is ħ²β/(2m_t). Substituting y² = ρ² + D² in the Coulomb average gives

−2βc e^(βD²) ∫_D^∞ e^(−βy²) dy = −c√(πβ) e^(βD²) erfc(√β D).

Minimizing the sum over β gives E_lat. Resonance then requires

−eFd + ζ l eF + E_lat = −E_B.  (1)

**2. The donor tail in the tilted barrier**

Let s = d − z be the distance from the donor towards the wall, μ = m_l/m_t and η = m_l c/(ħ²κ). Near the axis the Schrödinger equation becomes

ψ_ss + μ∇ρ²ψ = [κ²(1 − s/z_t) − 2ηκ/s]ψ.

Try ψ = A(s) exp(−∫q ds − wρ²/2), with q = κ√(1 − s/z_t). To leading order,

ψ_ss/ψ = q² − q′ − 2qA′/A + q w′ρ²,
∇ρ²ψ/ψ = −2w + w²ρ².

The ρ² terms give q w′ + μw² = 0, hence 1/w = μτ with τ = ∫₀^s ds/q. The remaining terms give

A′/A = −q′/(2q) − 1/(τq) + ηκ/(sq).

Set u = √(1 − s/z_t). Then q = κu and s = z_t(1−u²), so

τ = 2z_t(1−u)/κ,
∫κ ds/(sq) = ln[(1−u)/(1+u)] + constant,
∫₀^s q ds = (2/3)κz_t(1−u³).

Near the donor, (1−u)/(1+u) → s/(4z_t) and κτ → s. The solution must join the free-donor tail C s^(η−1) e^(−κs), which fixes the constant:

A = C √(κ/q) [4z_t(1−u)/(1+u)]^η / (κτ).

Near the turning point u is small, and

ψ_D ≈ C√(κ/q) (4z_t)^η/(2z_t) · exp(−2κz_t/3 + 2κz_tu³/3 − Wρ²/2),

W = (m_t/m_l) κ/(2z_t).

I have dropped a factor e^(−2ηu) from the Coulomb term. The well state supplies its inverse: the Coulomb energy moves the turning point by c/E_B = 2η/κ, which changes the well state's exponent by q·2η/κ = 2ηu.

**3. The gap**

At resonance the eigenstates are ψ± = (ψ_D ± ψ_I)/√2. Integrate ψ₋Hψ₊ − ψ₊Hψ₋ over the donor side of a plane in the barrier. The potentials cancel, and the product ψ₊ψ₋ integrates to about 1/2 there. The kinetic term becomes a surface term:

E₊ − E₋ = (ħ²/m_l) ∫dS (ψ_D ∂zψ_I − ψ_I ∂zψ_D).

Going up in z, ψ_I decays and ψ_D grows, so the bracket is −2qψ_Dψ_I. The gap Δ is the magnitude.

Since ∫Ai² from −ζ to ∞ equals Ai′(−ζ)², the normalized well state is Ai/(√l |Ai′(−ζ)|). With ξ = (z_t−s)/l one finds q = √ξ/l and κz_tu³ = ξ^(3/2). The large-ξ form of Ai gives

ψ_I ≈ √(β/π) e^(−βρ²/2) · exp(−2κz_tu³/3) / (2√π l |Ai′(−ζ)| √q).

The u-dependent exponentials cancel, as do the powers of q, so the position of the plane drops out. The lateral integral is 2π/(W+β), and therefore

Δ = [ħ²C/(m_l|Ai′(−ζ)|)] · √(κβ) (4z_t)^η e^(−2κz_t/3) / [z_t l (W+β)].  (2)

**4. What replaces exp(−κd)**

Divide (1) by eF and use l³ = z_t/κ²:

d = z_t + ζ(z_t/κ²)^(1/3) + E_lat/(eF).

For large d the last term tends to the constant −c/E_B. Differentiating the action 2κz_t/3 with respect to d then gives its contribution to the decay rate:

(2κ/3) / [1 + (ζ/3)(κz_t)^(−2/3)].  (3)

The factor 2/3 is the average of √(1−s/z_t) over the barrier. The correction arises because a weaker field also widens the well, so the barrier grows more slowly than d. At great depth β varies as d^(−3/2) and W as 1/d, so the prefactor in (2) varies as d^(η−13/12) and subtracts (η−13/12)/d from the rate. The limit is 2κ/3, but it is approached slowly.

**5. A case with no free constant**

For equal masses the donor is hydrogenic, η = 1 and C = κ^(3/2)/√π, so (2) predicts the absolute gap. I compared it with diagonalization of H on a cylindrical grid. At depths of 18, 22 and 26 effective Bohr radii, the grid gap is 0.815, 0.847 and 0.868 of the formula, while the gap itself falls more than a hundredfold. Refining the discretization raises these gaps by 2 to 3%, so equation (2) is about 12 to 20% too high here, and it improves with depth.

**6. Silicon numbers**

With rough values m_l = 0.92 and m_t = 0.19 electron masses and relative permittivity 11.7, the grid gives E_B = 29.8 meV. Then κ = 0.848 /nm and η = 1.75. Diagonalization gives:

d = 16 nm: F_c = 23.9 kV/cm, Δ = 0.367 meV
d = 20 nm: F_c = 18.5 kV/cm, Δ = 0.067 meV
d = 24 nm: F_c = 15.1 kV/cm, Δ = 0.011 meV
d = 28 nm: F_c = 12.7 kV/cm, Δ = 0.0017 meV

These values carry a small grid error: refining the discretization raises the gaps by 2% at 16 nm to 4% at 28 nm, and lowers the fields and E_B by about 0.5%.

At 20 nm the force is 1.851 meV/nm, so z_t = 29.81/1.851 = 16.1 nm and the action is (2/3)(0.848)(16.1) = 9.1. The left side of (1) is −37.0 + 12.2 − 5.2 = −30.0 meV, against −29.8 meV on the right. Solving (1) gives 18.4 kV/cm, within 1% of the grid field.

The local decay rates between successive depths are 0.426, 0.453 and 0.470 /nm on the grid, and 0.449, 0.467 and 0.479 /nm from (2), where C cancels. At 20 nm, (3) alone gives 0.566/1.136 = 0.498 /nm. Keeping the slow variation of E_lat/(eF) raises this to 0.510 /nm, and the prefactor of (2) lowers it by 0.051 /nm, to 0.459 /nm. The large-depth form of the prefactor would subtract only 0.67/20 = 0.03 /nm: it assumes β ≪ W, whereas here the two are nearly equal. From 16 to 28 nm the gap falls by a factor of about 220, a mean decay length of 2.2 nm. Your exp(−κd), with 1/κ = 1.18 nm, would give a factor of about 26,000.

There is a caveat about the barrier. On the axis, the Coulomb-plus-field potential peaks at −2√(c eF), which lies above −E_B only if z_t > 8η/κ = 16.5 nm. This is narrowly violated at 20 nm and clearly at 16 nm, where z_t = 12.5 nm. The level is still held back because a tail of lateral exponent w costs kinetic energy ħ²w/m_t, which raises the effective peak. At 20 nm the bare peak is 0.4 meV too low and this cost is at least about 2 meV. At 16 nm the bare peak is 4.5 meV too low, and w = 1/(μτ) taken at the peak gives a cost of roughly 8 meV. The Coulomb term is then no small correction, and the close agreement in the rates is a numerical finding. The remaining error of (2) shows in C: matching (2) to the grid gaps needs 0.0243 at 16 nm but 0.0292 at 28 nm (in nm^(−1/2−η)), so C fitted at 28 nm overestimates the 16 nm gap by 20%. Nor are these fitted values the true tail amplitude: for the free donor, ψ/(s^(η−1)e^(−κs)) on the axis is still 0.059 at s = 21 nm and falling slowly. For silicon, use (2) for the trend with depth and take the absolute gap from diagonalization.

**7. Reading the anticrossing**

For a small detuning δF the splitting is

√(Δ² + (eLδF)²),

where L is the distance between the two charge centres. The grid gives L = 15.0 nm at d = 20 nm, against D = 15.6 nm from the Airy estimate. Two shifts of similar size make L shorter: the donor cloud leans about 0.4 nm towards the wall, and the donor's attraction pulls the well state about 0.3 nm towards itself. At δF = 0.134 kV/cm, eLδF = 0.200 meV and the formula gives 0.211 meV, as does the grid. At resonance an electron prepared on the donor reaches the interface after h/(2Δ), about 30 ps in this model once the small grid error in Δ is allowed for.

**8. How far a real device moves these numbers**

Of the omissions estimated here, the donor core changes the numbers most. Phosphorus binds its electron by roughly 46 meV, not 30. Adding a short-range Gaussian well of radius 1 nm to reproduce that, at fixed d = 20 nm, moves the resonance to 28.7 kV/cm and cuts the gap from 0.067 to 0.005 meV. The donor ground state also has amplitude 1/√6 in each of six valleys, whereas an interface state shares two with amplitude 1/√2. Their overlap is at most 2/√12 = 1/√3, which leaves at most about 0.003 meV without image charges, and the relative valley phase can reduce it further. This bound belongs to the model: a core radius of 0.4 or 2 nm at the same binding changes the gap by about −5% or +14%, and a flat interface is assumed, so that the four in-plane valley components, whose tails along z are longer, do not couple to the well state.

Image charges of a thick oxide, added to the one-valley model without the core, also raise the field, to 20.2 kV/cm, but they increase the gap, to 0.107 meV (about 20.1 kV/cm and 0.109 meV once the grid error is removed). With core and image charges together, the resonance lies near 30.8 kV/cm and the gap is about 0.008 meV, or at most about 0.005 meV after the valley factor. The simple one-valley gap of 0.067 meV is thus more than ten times too large for phosphorus at this depth. A finite oxide barrier of roughly 3 eV shifts the well level by only about 0.14 meV at 18.5 kV/cm and 0.23 meV at 30.8 kV/cm. The oxide field, 0.06 to 0.09 MV/cm over this range, is far below a rough breakdown field of 10 MV/cm. Temperature matters more: k_BT is 0.36 meV at 4.2 K and 0.009 meV at 0.1 K, so even at 0.1 K it exceeds the phosphorus estimate, and both states would be thermally occupied in equilibrium at resonance. A nearby metal gate, interface roughness and charged defects are not included, so use these fields as starting points for a measurement or a fuller simulation. The remaining values are in the numerical output below.

Computed values

```
equal masses: grid binding 0.50185 Hartree* (exact 1/2)
  d=18 a*: gap 2.412e-04, formula 2.958e-04 Hartree*, ratio 0.815
  d=22 a*: gap 2.330e-05, formula 2.751e-05 Hartree*, ratio 0.847
  d=26 a*: gap 2.144e-06, formula 2.471e-06 Hartree*, ratio 0.868
  ln fall 18 to 26 a*: grid 4.723, formula 4.785
silicon: m_l=0.92, m_t=0.19 m_e, eps=11.7, oxide 3.9
free donor: grid 29.81 meV, trial 29.61 meV
  trial radii: in plane 2.44 nm, along z 1.40 nm
  kappa 0.8484 /nm, eta 1.751, zeta 2.3381
  1/kappa 1.18 nm, 3/(2 kappa) 1.77 nm
d=16 nm: F_c 23.87 kV/cm (formula 23.59), gap 0.36654 meV
d=20 nm: F_c 18.51 kV/cm (formula 18.38), gap 0.06680 meV
d=24 nm: F_c 15.09 kV/cm (formula 15.03), gap 0.01090 meV
d=28 nm: F_c 12.73 kV/cm (formula 12.69), gap 0.00166 meV
C needed at each depth (nm^(-1/2-eta)): 0.0243 0.0267 0.0282 0.0292
local rates, grid (1/nm): 0.4256 0.4532 0.4700
local rates, formula (1/nm): 0.4490 0.4665 0.4789
2 kappa/3 = 0.5656 /nm; mean decay length 2.22 nm
detail at d=20 nm:
  z_t 16.11 nm, l 2.82 nm, action 9.11
  Airy energy 12.19 meV, lateral energy -5.18 meV
  lateral radius beta^-1/2 14.06 nm, W 0.00544 /nm^2
  D 15.61 nm, twice transition length 14.96 nm
  detuned by 0.1340 kV/cm: gap 0.2113, hyperbola 0.2112 meV
  finer grid gap 0.06748 meV
  transfer time h/(2 gap) 30.95 ps
image charges: F_c 20.19 kV/cm, gap 0.10660 meV
core well 141.3 meV (radius 1 nm) for binding 46 meV:
  F_c 28.70 kV/cm, gap 0.00507 meV
  times valley overlap 1/sqrt(3): 0.00293 meV
oxide barrier 3.1 eV, mass 0.4: wall shift 0.076 nm, energy 0.141 meV
in-plane valley subband higher by 8.44 meV
oxide field 0.0555 MV/cm (rough breakdown 10 MV/cm)
gap/k_B 0.775 K; k_B T at 4.2 K 0.362 meV, at 0.1 K 0.0086 meV
```
